# LUMO density on nitrogen in Hückel 1,4-diazabutadiene: a numerical check

```python
"""
Hueckel model of 1,4-diazabutadiene, N1=C2-C3=N4, four pi electrons.
Result under test: each nitrogen holds (1 + 1/sqrt(17))/4 = about 31 percent
of the LUMO density when the nitrogen site energy is alpha + 0.5 beta and
all neighbour couplings are beta.

Symbols: E = alpha + x*beta with beta < 0; h = nitrogen shift in units of
beta; k = C-C coupling in units of beta; density = squared coefficient.
Numerical energies use alpha = 0 and beta = -1, so the unit is |beta|.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh

BETA = -1.0
LUMO = 2          # four electrons fill levels 0 and 1
HOMO = 1


def hamiltonian(h_left, h_right, k):
    """Full four-site matrix, built directly from the model definition."""
    m = np.diag([h_left, 0.0, 0.0, h_right])
    for i, coupling in enumerate([1.0, k, 1.0]):
        m[i, i + 1] = m[i + 1, i] = coupling
    return BETA * m


def lumo_density(h, k=1.0):
    energies, vectors = np.linalg.eigh(hamiltonian(h, h, k))
    return vectors[:, LUMO] ** 2


def nitrogen_formula(h, k=1.0):
    return 0.25 * (1 + (k - h) / np.sqrt((k - h) ** 2 + 4))


h0 = 0.5
energies, vectors = np.linalg.eigh(hamiltonian(h0, h0, 1.0))
x_levels = energies / BETA
lumo = vectors[:, LUMO] * np.sign(vectors[0, LUMO])
homo = vectors[:, HOMO] * np.sign(vectors[0, HOMO])

# Closed-form levels and densities against full diagonalization
root17 = np.sqrt(17.0)
x_closed = np.array([(3 + root17) / 4, 1.0, (3 - root17) / 4, -1.5])
assert np.allclose(x_levels, x_closed, atol=1e-12)
p_n = (1 + 1 / root17) / 4
p_c = (1 - 1 / root17) / 4
assert np.allclose(lumo ** 2, [p_n, p_c, p_c, p_n], atol=1e-12)
assert abs(lumo[1] / lumo[0] - (1 - root17) / 4) < 1e-12
assert np.allclose(lumo, lumo[::-1], atol=1e-12)
assert np.allclose(homo, -homo[::-1], atol=1e-12)
assert round(100 * lumo[0] ** 2) == 31

# The full secular determinant splits into the two symmetry quadratics
x = sp.symbols("x")
half = sp.Rational(1, 2)
full = sp.Matrix([[half, 1, 0, 0], [1, 0, 1, 0],
                  [0, 1, 0, 1], [0, 0, 1, half]])
determinant = (x * sp.eye(4) - full).det()
quadratics = (x**2 - 3 * x / 2 - half) * (x**2 + x / 2 - 3 * half)
assert sp.expand(determinant - quadratics) == 0

# General density formula and LUMO symmetry over a range of parameters
largest_error = 0.0
for h in np.linspace(0.0, 2.0, 21):
    for k in np.linspace(0.1, 1.5, 15):
        e, v = np.linalg.eigh(hamiltonian(h, h, k))
        c = v[:, LUMO]
        assert np.allclose(c, c[::-1], atol=1e-9)
        error = abs(c[0] ** 2 - nitrogen_formula(h, k))
        largest_error = max(largest_error, error)
assert largest_error < 1e-10

# The C-C coupling decides which atom type holds more of the LUMO
assert lumo_density(h0, 0.8)[0] > 0.25
assert abs(lumo_density(h0, 0.5)[0] - 0.25) < 1e-10
assert lumo_density(h0, 0.3)[0] < 0.25
# Raising the nitrogen electronegativity lowers its LUMO share
h_list = [0.0, 0.25, 0.5, 0.75, 1.0, 1.5]
shares = [lumo_density(h)[0] for h in h_list]
assert np.all(np.diff(shares) < 0)

# Density as response of the LUMO energy to one nitrogen site energy
step = 1e-4       # shift of h on one end only
e_plus = np.linalg.eigvalsh(hamiltonian(h0 + step, h0, 1.0))[LUMO]
e_minus = np.linalg.eigvalsh(hamiltonian(h0 - step, h0, 1.0))[LUMO]
response = (e_plus - e_minus) / (2 * step * BETA)
assert abs(response - p_n) < 1e-7   # central difference, error of order step^2

# Neighbour overlap included; beta is then the reduced coupling
s = 0.25
overlap = np.eye(4) + s * (np.eye(4, k=1) + np.eye(4, k=-1))
e_s, v_s = eigh(hamiltonian(h0, h0, 1.0), overlap)
c_s = v_s[:, LUMO]
mulliken = c_s * (overlap @ c_s)
assert abs(mulliken.sum() - 1) < 1e-12
assert np.allclose(c_s, c_s[::-1] , atol=1e-10)

print("Energies are relative to alpha, in units of |beta|")
print(f"nitrogen parameter h = {h0:.2f} (units of beta)")
for name, xv, ev in zip(["level 1", "HOMO", "LUMO", "level 4"],
                        x_levels, energies):
    print(f"{name}: x = {xv:.4f}, E - alpha = {ev:.4f} |beta|")
print(f"HOMO-LUMO gap = {energies[LUMO] - energies[HOMO]:.4f} |beta|")
print(f"LUMO ratio b/a (C over N coefficient) = {lumo[1] / lumo[0]:.4f}")
for i, atom in enumerate(["N1", "C2", "C3", "N4"]):
    print(f"{atom}: LUMO coefficient = {lumo[i]:.4f}, "
          f"LUMO density = {lumo[i]**2:.4f}, "
          f"HOMO density = {homo[i]**2:.4f}")
print(f"each N, LUMO share = {100 * lumo[0]**2:.2f} percent")
print(f"both N, LUMO share = {200 * lumo[0]**2:.2f} percent")
print(f"LUMO energy response to one N site energy = {response:.6f}")
print(f"largest error of general density formula = {largest_error:.1e}")
print("LUMO density on each end atom, C-C coupling k = 1:")
for h, share in zip(h_list, shares):
    print(f"  h = {h:.2f}: {share:.4f}")
print("LUMO density on each N, h = 0.5, varied C-C coupling:")
for k in [1.0, 0.8, 0.5, 0.3]:
    print(f"  k = {k:.2f}: {lumo_density(h0, k)[0]:.4f}")
print(f"neighbour overlap used = {s:.2f}")
print(f"with overlap: LUMO x = {e_s[LUMO] / BETA:.4f}")
print(f"with overlap: LUMO Mulliken share, each N = {mulliken[0]:.4f}")
print(f"with overlap: LUMO Mulliken share, each C = {mulliken[1]:.4f}")
print("every check passed")
```

Printed output:

```
Energies are relative to alpha, in units of |beta|
nitrogen parameter h = 0.50 (units of beta)
level 1: x = 1.7808, E - alpha = -1.7808 |beta|
HOMO: x = 1.0000, E - alpha = -1.0000 |beta|
LUMO: x = -0.2808, E - alpha = 0.2808 |beta|
level 4: x = -1.5000, E - alpha = 1.5000 |beta|
HOMO-LUMO gap = 1.2808 |beta|
LUMO ratio b/a (C over N coefficient) = -0.7808
N1: LUMO coefficient = 0.5573, LUMO density = 0.3106, HOMO density = 0.4000
C2: LUMO coefficient = -0.4352, LUMO density = 0.1894, HOMO density = 0.1000
C3: LUMO coefficient = -0.4352, LUMO density = 0.1894, HOMO density = 0.1000
N4: LUMO coefficient = 0.5573, LUMO density = 0.3106, HOMO density = 0.4000
each N, LUMO share = 31.06 percent
both N, LUMO share = 62.13 percent
LUMO energy response to one N site energy = 0.310634
largest error of general density formula = 6.7e-16
LUMO density on each end atom, C-C coupling k = 1:
  h = 0.00: 0.3618
  h = 0.25: 0.3378
  h = 0.50: 0.3106
  h = 0.75: 0.2810
  h = 1.00: 0.2500
  h = 1.50: 0.1894
LUMO density on each N, h = 0.5, varied C-C coupling:
  k = 1.00: 0.3106
  k = 0.80: 0.2871
  k = 0.50: 0.2500
  k = 0.30: 0.2251
neighbour overlap used = 0.25
with overlap: LUMO x = -0.3297
with overlap: LUMO Mulliken share, each N = 0.2991
with overlap: LUMO Mulliken share, each C = 0.2009
every check passed
```
